# Film index and thickness from focus travel and coherence-peak separation

## Question

I have a clear film on a reflecting substrate, with air above it, and two measurements at normal incidence.

First, I focus a microscope objective on the front surface of the film, then on the back surface. The objective has to move $6.67\ \mu\mathrm{m}$ towards the film. The exercise says that this is the paraxial value and that the film has no dispersion.

Second, I put the film in one arm of an interferometer with a broadband source and scan the mirror in the other arm. There are two bursts of fringes, one for each surface. Their centres are $15.0\ \mu\mathrm{m}$ of mirror travel apart.

I am asked for the refractive index and the thickness. I thought both measurements gave the "optical thickness", but then they should agree. I also tried dividing one by the other and got about 2.25, which seems too high for a polymer. Is one of the readings wrong by a factor of two? And how far can I trust the result with a real objective and a real film?

## Answer

Neither reading needs a factor of two. The two measurements respond to different properties of the light. Focusing depends on how refraction changes the directions of the rays, while the fringe bursts depend on the delay of the light. The index divides the thickness in the first case and multiplies it in the second.

Let $t$ be the thickness and $n$ the refractive index of the film. Call the focus travel $\Delta z$ and the mirror travel $\Delta l$. During the mirror scan, the film and the objective stay fixed.

### What the focus travel measures

Take a ray in air at angle $\theta$ to the axis. Suppose that, without the film, it would cross the axis at a depth $s$ below the position of the front surface. It therefore meets that surface at height

$$h=s\tan\theta .$$

Inside the film its angle is $\theta'$, with $\sin\theta=n\sin\theta'$. It now crosses the axis at depth

$$\frac{h}{\tan\theta'}=s\,\frac{\tan\theta}{\tan\theta'} .$$

For focus on the back surface this depth must equal $t$, so

$$s=t\,\frac{\tan\theta'}{\tan\theta}.$$

To write this in terms of the angle in air, use $\sin\theta'=\sin\theta/n$:

$$\tan\theta'=\frac{\sin\theta/n}{\sqrt{1-\sin^2\theta/n^2}}
=\frac{\sin\theta}{\sqrt{n^2-\sin^2\theta}},
\qquad
\tan\theta=\frac{\sin\theta}{\sqrt{1-\sin^2\theta}} .$$

The common factor $\sin\theta$ cancels in the ratio:

$$s=t\sqrt{\frac{1-\sin^2\theta}{n^2-\sin^2\theta}} .$$

Focus on the front surface corresponds to $s=0$. The objective travel between the two settings is therefore $s$ itself. Paraxial means $\theta\to0$, which gives

$$\boxed{\Delta z=\frac{t}{n}} .$$

The film bends the rays towards the axis direction, so they converge more slowly inside it. A small movement of the objective then moves the focus through a larger distance in the film. This is why the travel is smaller than the thickness.

As a test, a ray with $\sin\theta=0.01$ was traced through a model film with $n=1.50$ and $t=10.0\ \mu\mathrm{m}$. The required travel was $6.6665\ \mu\mathrm{m}$, against $t/n=6.6667\ \mu\mathrm{m}$.

### What the mirror travel measures

Let $k=2\pi/\lambda$ be the wavenumber in vacuum. Set the mirror coordinate $x$ to zero at the centre of the burst from the front surface, and count $x$ as positive when the reference arm gets longer.

Light reflected at the back surface crosses the film twice, so it has an extra phase $2knt$. Moving the mirror by $x$ adds $2kx$ to the reference light, because that path is also travelled twice. The phase difference for the back echo is

$$\phi(k)=2k(nt-x),$$

apart from a constant due to reflection. A broadband source contains many values of $k$. Their fringes reinforce one another when $\phi$ does not change with $k$:

$$\frac{d\phi}{dk}=2(nt-x)=0 .$$

Hence the second burst is centred at

$$\boxed{\Delta l=nt} .$$

The two factors of two, one from the film and one from the mirror, cancel. If you had recorded the change of the full round-trip path instead of the mirror position, the reading would have been $2nt$.

The centre of the burst means the maximum of the fringe envelope. A constant reflection phase moves the fringes under the envelope but leaves $d\phi/dk$ unchanged, so it does not shift this maximum.

### Solving for the two unknowns

Divide the second relation by the first:

$$\frac{\Delta l}{\Delta z}=\frac{nt}{t/n}=n^2 .$$

Your ratio of 2.25 is therefore the square of the index. Multiplying the relations removes the index:

$$\Delta l\,\Delta z=(nt)\left(\frac{t}{n}\right)=t^2 .$$

Both $n$ and $t$ are positive, so we take the positive roots:

$$n=\sqrt{\frac{\Delta l}{\Delta z}},\qquad t=\sqrt{\Delta l\,\Delta z} .$$

With your readings,

$$n=\sqrt{\frac{15.0}{6.67}}=\sqrt{2.2489}=1.4996,$$

$$t=\sqrt{15.0\times6.67}\ \mu\mathrm{m}
=\sqrt{100.05}\ \mu\mathrm{m}=10.0025\ \mu\mathrm{m}.$$

To the precision of the data, **$n=1.50$ and $t=10.0\ \mu\mathrm{m}$**.

A useful limiting case is an air gap, for which $n=1$. Both readings then equal the actual thickness. As $n$ rises at fixed $t$, the focus travel shrinks and the mirror travel grows. The thickness is their geometric mean throughout.

### How many digits are justified?

Take the logarithm of each result before differentiating:

$$\ln n=\tfrac12(\ln\Delta l-\ln\Delta z),\qquad
\ln t=\tfrac12(\ln\Delta l+\ln\Delta z).$$

For small reading errors $\delta l$ and $\delta z$, this gives

$$\frac{\delta n}{n}=\frac12\left(\frac{\delta l}{\Delta l}-\frac{\delta z}{\Delta z}\right),\qquad
\frac{\delta t}{t}=\frac12\left(\frac{\delta l}{\Delta l}+\frac{\delta z}{\Delta z}\right).$$

Rounding allows errors up to $0.05\ \mu\mathrm{m}$ in the mirror reading and $0.005\ \mu\mathrm{m}$ in the focus reading. The index is worst affected when these errors have opposite signs, the thickness when they have the same sign. In either case the largest relative error is

$$\frac12\left(\frac{0.05}{15.0}+\frac{0.005}{6.67}\right)=0.0020,$$

or 0.20% of the recovered value. The corresponding ranges are 1.4966 to 1.5027 for $n$ and 9.982 to 10.023 $\mu\mathrm{m}$ for $t$. They include rounding alone. Errors in finding the best focus or the centre of a burst must be added.

### Check what moved during the measurement

The relation $\Delta l=nt$ requires the film to stay still between the two coherence peaks. Suppose instead that you find the front peak, move the film towards a fixed objective by $\Delta z$ to refocus, and then find the back peak. The air path in the sample arm has become shorter by $\Delta z$. The mirror travel is now

$$\Delta l_{\rm moved}=nt-\Delta z=nt-\frac{t}{n}.$$

For this film it is $8.33\ \mu\mathrm{m}$. You must add $\Delta z$ back before using the formulas:

$$\Delta l=\Delta l_{\rm moved}+\Delta z=8.33+6.67=15.00\ \mu\mathrm{m}.$$

Without this correction you would obtain $n=\sqrt{8.33/6.67}\approx1.12$ and $t=\sqrt{8.33\times6.67}\approx7.5\ \mu\mathrm{m}$.

You must also choose the correct pair of bursts. Light can make a second round trip inside the film, which produces a weaker burst at $2nt=30.0\ \mu\mathrm{m}$ from the front one. To estimate its size, use the reflection amplitudes for light arriving from above:

$$r_1=\frac{1-n}{1+n},\qquad r_2=\frac{n-n_s}{n+n_s},$$

where $n_s$ is the substrate index. Compared with the first back echo, the extra trip adds one reflection at each surface. For a collimated beam the amplitude ratio is therefore $|r_1r_2|$; with a focused beam the two echoes are defocused by different amounts and the ratio changes. With $n=1.50$ and $n_s=3.65$, it is 0.083.

### Can the two bursts be separated?

Take a source with a Gaussian spectrum of full width $\Delta k$ at half maximum. With $q=k-k_0$ measured from the centre $k_0$, the spectrum is $e^{-aq^2}$, where $a=4\ln2/(\Delta k)^2$. If $y$ is the mirror distance from the centre of a burst, the envelope is proportional to

$$\left|\int_{-\infty}^{\infty}e^{-aq^2}e^{-2iqy}\,dq\right|
\propto e^{-y^2/a}.$$

It falls to one half at $y=\sqrt{a\ln2}=2\ln2/\Delta k$. The full width is twice this. For a narrow spectrum, $\Delta k\approx2\pi\Delta\lambda/\lambda_0^2$, so

$$w=\frac{4\ln2}{\Delta k}
\approx\frac{2\ln2}{\pi}\frac{\lambda_0^2}{\Delta\lambda}.$$

A source centred at $0.85\ \mu\mathrm{m}$ with $\Delta\lambda=0.10\ \mu\mathrm{m}$ gives $w=3.19\ \mu\mathrm{m}$. This is well below the $15.0\ \mu\mathrm{m}$ separation. A simulated interferogram for this source and the model film, including multiple reflections, gave a peak separation of $15.00\ \mu\mathrm{m}$.

### What if the film has dispersion?

Now $n$ depends on $k$, and the condition for a burst becomes

$$\frac{d}{dk}\left[2kn(k)t-2kx\right]=0 .$$

Hence $x=n_gt$, where the group index is

$$n_g=\frac{d(kn)}{dk}=n+k\frac{dn}{dk}=n-\lambda\frac{dn}{d\lambda}.$$

The last step follows from $k=2\pi/\lambda$. Focusing still involves refraction and hence the phase index $n$. The two readings become $\Delta l=n_gt$ and $\Delta z=t/n$, and the original formulas return apparent values:

$$n_{\rm app}=\sqrt{n\,n_g},\qquad
t_{\rm app}=t\sqrt{\frac{n_g}{n}} .$$

For a numerical estimate, let $n=A+B/\lambda^2$ with $B=0.004\ \mu\mathrm{m}^2$, and hold $n=1.50$ at $0.85\ \mu\mathrm{m}$. Since $dn/d\lambda=-2B/\lambda^3$,

$$n_g=n+\frac{2B}{\lambda^2}
=1.50+\frac{2(0.004)}{(0.85)^2}=1.5111 .$$

The coherence peaks move to a separation of $15.111\ \mu\mathrm{m}$. With the paraxial focus travel unchanged, the inversion gives $n_{\rm app}=1.5055$ and $t_{\rm app}=10.037\ \mu\mathrm{m}$. Both are about 0.37% above the model values, which is more than the rounding error. These two readings alone cannot separate $n$, $n_g$ and $t$. You need the dispersion from another source, or a third measurement.

### What if the objective is not paraxial?

An objective collects rays over a range of angles. Its numerical aperture is $\mathrm{NA}=\sin\theta_{\max}$ in air. Assume a uniformly filled pupil whose radius is proportional to $\sin\theta$. Equal pupil areas then correspond to equal steps in $u=\sin^2\theta$, from 0 to $U=\mathrm{NA}^2$.

Let the nominal focus lie at depth $s$, as before. At the front surface, a plane wave in the focused beam still has the phase $ks\cos\theta$ to gain before that focus. This contributes $-2ks\cos\theta$ over the outward and return trips. Crossing the film twice adds $2knt\cos\theta'$. The back echo thus has phase $2kP$, with

$$P=nt\cos\theta'-s\cos\theta .$$

For small $u$,

$$\cos\theta\approx1-\frac u2-\frac{u^2}{8},\qquad
\cos\theta'\approx1-\frac{u}{2n^2}-\frac{u^2}{8n^4}.$$

Substitution gives

$$P\approx(nt-s)+\frac12\left(s-\frac tn\right)u
+\frac18\left(s-\frac{t}{n^3}\right)u^2 .$$

This expression contains both of your measurements. The delay through the film is set by $nt$, while the term linear in $u$ vanishes at the paraxial focus, $s=t/n$.

For a finite pupil the $u^2$ term shifts the best focus, taken here as the setting that gives the largest focused signal. Put $v=u-U/2$, so that $v$ runs symmetrically about zero. Then

$$u^2=v^2+Uv+\frac{U^2}{4}.$$

The total coefficient of $v$ in $P$ is

$$b=\frac12\left(s-\frac tn\right)+\frac U8\left(s-\frac{t}{n^3}\right).$$

For small phase differences, the focused signal is largest when the variance of the phase over the pupil is smallest. The terms in $v$ and $v^2$ are uncorrelated on a symmetric interval, so at leading order the best focus has $b=0$. In the term already multiplied by $U$, we may replace $s$ by $t/n$:

$$\frac12\left(s-\frac tn\right)
=-\frac U8\frac tn\left(1-\frac1{n^2}\right).$$

Therefore,

$$\Delta z\approx\frac tn\left[1-\frac{\mathrm{NA}^2}{4}\left(1-\frac1{n^2}\right)\right].$$

The coherence peaks shift too. Assume that the reference beam is collimated at the scanned mirror, so that moving the mirror adds the same phase $2kx$ at every pupil angle. If the mirror instead moves relative to a matching objective in front of it, the added phase depends on angle, and the mirror-travel and inversion errors below do not apply. At fixed focus, the front echo has path $-s\cos\theta$, while the back echo has path $P$. To first order in $u$, each path is linear across the pupil. The pupil average then has the phase of the midpoint, $u=U/2$, times a real amplitude. If that amplitude keeps its sign over the spectrum, the envelope peaks at the midpoint path. For a surface out of focus by $\delta$ the amplitude is $\sin(k\delta U/2)/(k\delta U/2)$, which first vanishes at $\delta=\lambda/\mathrm{NA}^2$. Both surfaces must therefore lie well within this distance of the focus. It is $9.4\ \mu\mathrm{m}$ at $\mathrm{NA}=0.3$, but only $3.4\ \mu\mathrm{m}$ at $\mathrm{NA}=0.5$, about half the focus travel, and there the formula below fails for this film. The difference between the two paths is $nt\cos\theta'$, so

$$\Delta l\approx nt\left(1-\frac{\mathrm{NA}^2}{4n^2}\right).$$

At $\mathrm{NA}=0.3$, these formulas give $6.583\ \mu\mathrm{m}$ and $14.850\ \mu\mathrm{m}$. Direct integration over the pupil gives $6.580\ \mu\mathrm{m}$ and $14.849\ \mu\mathrm{m}$. The focus value is for the central wavelength, and the mirror scan holds the focus halfway between the two surface settings.

Using the integrated values in the paraxial inversion gives $n=1.5022$ and $t=9.885\ \mu\mathrm{m}$. The two readings shift in the same direction, so their shifts partly cancel in the ratio. Half the difference of the relative shifts is, at leading order,

$$\frac{\delta n}{n}\approx\frac12\left[
-\frac{\mathrm{NA}^2}{4n^2}
+\frac{\mathrm{NA}^2}{4}\left(1-\frac1{n^2}\right)\right]
=\frac{\mathrm{NA}^2}{8}\left(1-\frac2{n^2}\right).$$

This is small here because $n^2=2.25$ happens to be close to 2. For a film of high index the cancellation is much weaker. In the product the shifts add. At leading order, half the sum of the relative shifts is

$$\frac{\delta t}{t}\approx-\frac12\left[
\frac{\mathrm{NA}^2}{4n^2}
+\frac{\mathrm{NA}^2}{4}\left(1-\frac1{n^2}\right)\right]
=-\frac{\mathrm{NA}^2}{8}.$$

This is $-1.1\%$ at $\mathrm{NA}=0.3$, relative to the actual thickness.

Reducing the aperture reduces this error but broadens the focus. Define the focal response of one surface as the squared magnitude of the pupil average of $e^{-2iks\cos\theta}$, taken at the central wavelength as a function of $s$. At $\mathrm{NA}=0.3$ its full width at half maximum is already $8.17\ \mu\mathrm{m}$, more than the focus travel. The two focal responses overlap. You can use the separate coherence bursts to identify the surfaces and find the focus that maximizes each burst. The error estimates above assume that the mirror scan is still made at one fixed focus. If the mirror is instead read at each refocused setting, with the objective moved in a collimated beam, the back path gains $\Delta z\,(1-\cos\theta)$. At the pupil midpoint this is $(t/n)\,\mathrm{NA}^2/4$, which cancels the shift of $\Delta l$ at leading order. The relative errors are then $\pm\frac{\mathrm{NA}^2}{8}(1-1/n^2)$, positive for $n$ and negative for $t$, giving about $n=1.51$ and $t=9.93\ \mu\mathrm{m}$ here. The $6.67\ \mu\mathrm{m}$ in your exercise should be understood as a value already corrected to the paraxial limit.

### How this compares with a real coating

The model parameters are rough values for a clear polymer coating such as PMMA on silicon, examined in the near infrared. For such a coating, zero dispersion and a vanishing aperture are idealizations. With the parameters above, dispersion raises the inferred thickness by $0.037\ \mu\mathrm{m}$, while the aperture, with a uniformly filled pupil, a fixed focus during the scan and a collimated reference beam, lowers it by $0.115\ \mu\mathrm{m}$. Each estimate includes one effect at a time. Absorption, roughness, substrate dispersion and the variation of reflection with angle and polarization are left out, so these figures are not a complete error budget. The values used for the estimates are listed in the numerical output below.

## Table of computed values

```
Reading, focus travel: 6.67 um
Reading, mirror travel: 15.0 um
Quotient of readings: 2.2489
Product of readings: 100.05 um^2
Recovered index: 1.4996
Recovered thickness: 10.0025 um
Rounding half-digit, focus: 0.005 um
Rounding half-digit, mirror: 0.05 um
Relative half-range of n and t: 0.20 %
Index limits from rounding: 1.4966 to 1.5027
Thickness limits from rounding: 9.982 to 10.023 um
Model film index: 1.50
Model film thickness: 10.0 um
Model substrate index: 3.65
Source central wavelength: 0.85 um
Source spectral full width at half maximum: 0.10 um
Paraxial focus travel of model film: 6.6667 um
Traced focus travel at sin(theta)=0.01: 6.6665 um
Simulated coherence-peak separation: 15.0000 um
Coherence-peak full width at half maximum: 3.19 um
Extra-round-trip peak, from front peak: 30.000 um
Extra peak height / back peak height: 0.083
Mirror travel if film is refocused: 8.334 um
Cauchy coefficient: 0.004 um^2
Group index with dispersion: 1.5111
Peak separation with dispersion: 15.111 um
Apparent index with dispersion: 1.5055
Apparent thickness with dispersion: 10.037 um
Numerical aperture for error estimate: 0.3
Marginal-ray focus travel: 6.491 um
Best-focus travel at this aperture: 6.580 um
Best-focus travel, leading formula: 6.583 um
Focal-response full width at half maximum: 8.17 um
Peak separation at this aperture: 14.849 um
Peak separation, leading formula: 14.850 um
Apparent index at this aperture: 1.5022
Apparent thickness at this aperture: 9.885 um
```
